\section*{The Massive Scalar Propagator at Spacelike Distance}

\section*{Problem}

A free neutral scalar field $\phi$ of mass $m>0$ lives in three space dimensions. In atomic units, with $\hbar=1$ and the speed of light $c$ kept explicit, its inverse reduced Compton length is $\kappa=mc$. Let $X=|\mathbf x|$ be the spatial distance between two events and $t$ their time difference. With $k=|\mathbf k|$ and $w=\sqrt{k^2+\kappa^2}$, the propagator is
\begin{equation}
D(t,\mathbf x)=\int\frac{d^3k}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{dk_0}{2\pi}\,
\frac{i\,e^{-ik_0ct+i\mathbf k\cdot\mathbf x}}{k_0^2-w^2+i\epsilon},
\qquad \epsilon\to0^+ .
\label{def}
\end{equation}
Here $k_0$ is a frequency divided by $c$, so $D$ has the unit of an inverse length squared. The factor $i$ in the numerator is part of the convention; without it, every expression and value for $D$ below is multiplied by $-i$, while ratios of propagators and the decay rate are unchanged.

\begin{enumerate}
\item[(a)] Reduce $D$ to a radial momentum integral, and state the sense in which that integral converges.
\item[(b)] Show that for spacelike separation, $r=\sqrt{X^2-c^2t^2}>0$,
\begin{equation}
D=\frac{\kappa K_1(\kappa r)}{4\pi^2 r},\qquad
K_1(z)=\int_0^\infty du\,\cosh u\;e^{-z\cosh u}.
\label{claim}
\end{equation}
\item[(c)] Find the behaviour for $\kappa r\ll1$, including the first effect of the mass.
\item[(d)] Find the behaviour for $\kappa r\gg1$, with bounds on the error, and the local decay rate $-d\ln D/dr$.
\item[(e)] Put the radial integral into a form fit for quadrature. Evaluate it for a model particle of rest energy $1000$ eV at $r=0.02$, $2$ and $20$ angstrom, and compare with (b), (c) and (d).
\end{enumerate}

\section*{Solution}

\subsection*{(a) The radial integral}

The poles in $k_0$ lie at $w-i0$ and $-w+i0$. For $t>0$ the factor $e^{-ik_0ct}$ decays in the lower half plane. Closing the contour there runs clockwise around the pole at $+w$, which gives
\begin{equation}
\frac{1}{2\pi}(-2\pi i)\,\frac{i\,e^{-iwct}}{2w}=\frac{e^{-iwct}}{2w}.
\end{equation}
For $t<0$ the contour closes above, counterclockwise around $-w$, where the denominator has slope $-2w$:
\begin{equation}
\frac{1}{2\pi}(2\pi i)\,\frac{i\,e^{iwct}}{-2w}=\frac{e^{iwct}}{2w}.
\end{equation}
Both cases are $e^{-iwc|t|}/(2w)$. At $t=0$ the integrand falls as $k_0^{-2}$, and either contour gives $1/(2w)$.

The remaining integral over $\mathbf k$ does not converge absolutely, since $k^2/w$ grows with $k$. Its meaning is that of a distribution. Smeared with a smooth, rapidly decreasing function of $\mathbf x$, the integrand acquires a factor that falls faster than any power of $k$. An extra factor $e^{-\eta w}$ with $\eta>0$ can then be inserted and removed again by $\eta\to0$ without changing the result. Wherever the damped integral tends to a smooth function, uniformly near the point considered, that function is therefore the value of $D$. Define
\begin{equation}
\tau=\eta+ic|t| ,\qquad
D_\tau(X)=\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf x}\,\frac{e^{-\tau w}}{2w}.
\label{damped}
\end{equation}
The angular average of $e^{i\mathbf k\cdot\mathbf x}$ is $\sin(kX)/(kX)$, and $d^3k$ contributes $4\pi k^2dk$. Hence
\begin{equation}
D_\tau(X)=\frac{4\pi}{(2\pi)^3}\int_0^\infty dk\,k^2\,\frac{\sin kX}{kX}\,\frac{e^{-\tau w}}{2w}
=\frac{1}{4\pi^2X}\int_0^\infty dk\,\frac{k\sin kX}{w}\,e^{-\tau w},
\label{radial}
\end{equation}
which converges absolutely for $\eta>0$. The propagator is the limit $\eta\to0$.

The physical content is a sum over vacuum fluctuations. For the Lagrangian density $\frac12[\dot\phi^2/c^2-(\nabla\phi)^2-\kappa^2\phi^2]$, each mode is an oscillator of mass $1/c^2$ and frequency $cw$. Its ground-state variance is $1/(2c^{-2}cw)=c/(2w)$, so the time-ordered vacuum correlator of the field is $cD$.

\subsection*{(b) The closed form}

Take $\tau$ real and positive first. The exponential can be written as a superposition of Gaussians in $k$:
\begin{equation}
\frac{e^{-\tau w}}{2w}=\frac{1}{2\sqrt\pi}\int_0^\infty \frac{ds}{\sqrt s}\;e^{-sw^2-\tau^2/(4s)} .
\label{gauss}
\end{equation}
To prove this, put $s=v^2$, so that $ds/\sqrt s=2\,dv$, and complete the square:
\begin{equation}
w^2v^2+\frac{\tau^2}{4v^2}=\Bigl(wv-\frac{\tau}{2v}\Bigr)^2+w\tau .
\end{equation}
The integral in \eqref{gauss} is then $2e^{-w\tau}J$ with $J=\int_0^\infty dv\,e^{-y^2}$ and $y=wv-\tau/(2v)$. The substitution $v\to\tau/(2wv)$ turns $y$ into $-y$ and $dv$ into $\tau\,dv/(2wv^2)$, apart from a sign absorbed by exchanging the limits. Averaging the two forms of $J$ gives
\begin{equation}
J=\frac{1}{2w}\int_0^\infty dv\Bigl(w+\frac{\tau}{2v^2}\Bigr)e^{-y^2}
=\frac{1}{2w}\int_{-\infty}^{\infty}dy\,e^{-y^2}=\frac{\sqrt\pi}{2w},
\end{equation}
because the bracket is $dy/dv$. The integral in \eqref{gauss} thus equals $\sqrt\pi\,e^{-\tau w}/w$, as required.

Insert \eqref{gauss} into \eqref{damped}. The order of integration may be exchanged, since the double integral of the absolute value is $\int d^3k\,e^{-\tau w}/(2w)$ up to a constant, which is finite. Each Cartesian component of $\mathbf k$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk_j}{2\pi}\,e^{ik_jx_j-sk_j^2}=\frac{e^{-x_j^2/(4s)}}{\sqrt{4\pi s}} .
\end{equation}
The product of three such factors has the prefactor $(4\pi s)^{-3/2}$. With $2\sqrt\pi\,(4\pi)^{3/2}=16\pi^2$ and $\rho^2=X^2+\tau^2$,
\begin{equation}
D_\tau=\frac{1}{16\pi^2}\int_0^\infty\frac{ds}{s^2}\;e^{-\kappa^2s-\rho^2/(4s)} .
\end{equation}
Space and damping now enter through the single combination $\rho$. Substitute $s=\rho e^u/(2\kappa)$. Then $ds/s^2=(2\kappa/\rho)e^{-u}du$, and the two terms of the exponent become $\frac12\kappa\rho\,e^{u}$ and $\frac12\kappa\rho\,e^{-u}$, whose sum is $\kappa\rho\cosh u$. In $e^{-u}=\cosh u-\sinh u$ the odd part integrates to zero:
\begin{equation}
D_\tau=\frac{1}{16\pi^2}\,\frac{2\kappa}{\rho}\int_{-\infty}^{\infty}du\,\cosh u\;e^{-\kappa\rho\cosh u}
=\frac{1}{16\pi^2}\,\frac{2\kappa}{\rho}\,2K_1(\kappa\rho)
=\frac{\kappa K_1(\kappa\rho)}{4\pi^2\rho}.
\label{rho}
\end{equation}

It remains to reach $\tau=\eta+ic|t|$. The radial integral \eqref{radial} is analytic in $\tau$ for $\mathrm{Re}\,\tau>0$. So is the right side of \eqref{rho}: the quantity $X^2+\tau^2$ could be zero or negative only if $\tau^2\le-X^2$, which requires imaginary $\tau$. The root $\rho$ with positive real part is therefore analytic, and the integral for $K_1$ converges there. The two sides agree on the positive real axis, hence in the whole half plane. Now
\begin{equation}
\rho^2=X^2-c^2t^2+\eta^2+2i\eta c|t|\;\longrightarrow\;r^2>0\qquad(\eta\to0),
\end{equation}
uniformly near any spacelike separation. This proves \eqref{claim}.

The result is real. If the two field operators are taken in the opposite order, $ic|t|$ is replaced by $-ic|t|$, the damped integral becomes its complex conjugate, and the limit is the same. The vacuum expectation value of the commutator thus vanishes at spacelike separation, although the correlation itself does not.

For timelike separation $\rho$ tends instead to $i\sqrt{c^2t^2-X^2}$, and \eqref{claim} with real $r$ no longer applies. On the light cone $r\to0$ and the expression diverges, so the propagator there has to be kept as a distribution.

\subsection*{(c) Short distance}

Write $z=\kappa r$. Then \eqref{claim} reads
\begin{equation}
D=\frac{1}{4\pi^2r^2}\,zK_1(z),
\label{factor}
\end{equation}
and the task is to expand $zK_1(z)$. Integration by parts, with $\cosh u$ as the derivative of $\sinh u$, gives
\begin{equation}
K_1(z)=z\int_0^\infty du\,\sinh^2u\;e^{-z\cosh u}.
\label{parts}
\end{equation}
Differentiating $zK_1$ and using \eqref{parts} for the first term,
\begin{equation}
\frac{d}{dz}(zK_1)=K_1-z\int_0^\infty du\,\cosh^2u\;e^{-z\cosh u}=-zK_0,\qquad
K_0(z)=\int_0^\infty du\,e^{-z\cosh u}.
\label{deriv}
\end{equation}

The starting value follows from $\cosh u=\sinh u+e^{-u}$:
\begin{equation}
zK_1(z)=e^{-z}+z\int_0^\infty du\,e^{-u}e^{-z\cosh u}\;\longrightarrow\;1\qquad(z\to0),
\end{equation}
since the last term lies between $0$ and $z$.

For $K_0$ substitute $y=\frac12ze^u$, so that $z\cosh u=y+z^2/(4y)$:
\begin{equation}
K_0(z)=\int_{z/2}^\infty\frac{dy}{y}\,e^{-y-z^2/(4y)} .
\end{equation}
Replacing $e^{-z^2/(4y)}$ by 1 changes the integral by at most $\int_{z/2}^\infty dy\,z^2/(4y^2)=z/2$. One more integration by parts gives
\begin{equation}
\int_{z/2}^\infty\frac{dy}{y}\,e^{-y}=-e^{-z/2}\ln\frac z2+\int_{z/2}^\infty dy\,e^{-y}\ln y
=-\ln\frac z2-\gamma+O(z|\ln z|),
\end{equation}
where $\gamma=-\int_0^\infty dy\,e^{-y}\ln y$ is Euler's constant. Thus $K_0=-\ln(z/2)-\gamma+O(z|\ln z|)$. Integrating \eqref{deriv} from $0$ to $z$, with $\int_0^z dx\,x\ln(x/2)=\frac12z^2\ln(z/2)-\frac14z^2$, yields
\begin{equation}
D=\frac{1}{4\pi^2r^2}\left[1+\frac{z^2}{2}\Bigl(\ln\frac z2+\gamma-\frac12\Bigr)+O(z^3|\ln z|)\right].
\label{short}
\end{equation}
The leading term is the massless propagator. Modes with $k\gg\kappa$ dominate at small $r$, and for them $w\approx k$. The mass reduces the correlation at every distance, not just at small ones: \eqref{deriv} shows that $zK_1$ falls steadily from 1, because $K_0>0$.

The small parameter contains the invariant distance $r$. Two events far apart in space but close to each other's light cone are also in this regime.

\subsection*{(d) Long distance}

In \eqref{parts} set $\cosh u=1+y/z$. Then $\sinh u\,du=dy/z$, and the remaining factor is
\begin{equation}
\sinh u=\sqrt{(1+y/z)^2-1}=\sqrt{\frac{2y}{z}}\,\sqrt{1+\frac{y}{2z}} .
\end{equation}
Consequently
\begin{equation}
K_1(z)=\sqrt{\frac{\pi}{2z}}\,e^{-z}F(z),\qquad
F(z)=\frac{2}{\sqrt\pi}\int_0^\infty dy\,\sqrt y\,e^{-y}\sqrt{1+\frac{y}{2z}} .
\end{equation}
The weight $(2/\sqrt\pi)\sqrt y\,e^{-y}$ is normalized to 1, and its averages of $y$ and $y^2$ are $3/2$ and $15/4$. For $a>0$,
\begin{equation}
1+\frac a2-\frac{a^2}{8}<\sqrt{1+a}<1+\frac a2 .
\end{equation}
The upper bound follows by squaring. The lower one holds because the third derivative of $\sqrt{1+a}$, and with it the Taylor remainder, is positive. With $a=y/(2z)$, averaging gives
\begin{equation}
1+\frac{3}{8z}-\frac{15}{128z^2}<F(z)<1+\frac{3}{8z} ,
\label{bounds}
\end{equation}
and $F>1$ because the square root exceeds 1. The propagator at long distance is therefore
\begin{equation}
D=D_{\rm lead}\,F(\kappa r),\qquad
D_{\rm lead}=\frac{\kappa^2e^{-z}}{4\sqrt2\,\pi^{3/2}z^{3/2}}
=\frac{\sqrt\kappa\;e^{-\kappa r}}{2(2\pi r)^{3/2}} .
\label{long}
\end{equation}
The decay length is the reduced Compton length $1/\kappa$, and a power $r^{-3/2}$ accompanies the exponential.

That power affects the local decay rate. Equation \eqref{deriv} implies $K_1'=-K_0-K_1/z$, so from $D\propto K_1(\kappa r)/r$,
\begin{equation}
-\frac{d\ln D}{dr}=-\kappa\frac{K_1'}{K_1}+\frac1r=\kappa\frac{K_0(\kappa r)}{K_1(\kappa r)}+\frac2r .
\label{rate}
\end{equation}
The form \eqref{long} gives the same rate as $\kappa+3/(2r)-\kappa F'/F$. Differentiating $F$ under the integral brings down $-(y/4z^2)(1+y/2z)^{-1/2}$, so $0<-F'<3/(8z^2)$. Since $F>1$,
\begin{equation}
0<-\frac{d\ln D}{dr}-\kappa-\frac{3}{2r}<\frac{3}{8\kappa r^2}.
\label{ratebound}
\end{equation}
The rate approaches $\kappa$ from above, and slowly, as $1/r$.

\subsection*{(e) Radial quadrature}

At equal times $X=r$. In \eqref{radial} split $k/w=1-(1-k/w)$. The first part is a massless integral. Replacing its damping factor $e^{-\eta w}$ by $e^{-\eta k}$ changes it by at most $\eta\int_0^\infty dk\,(w-k)e^{-\eta k}$. Since $w-k=\kappa^2/(w+k)$ is bounded and falls as $1/k$, this is of order $\eta|\ln\eta|$ and vanishes in the limit. Then
\begin{equation}
\int_0^\infty dk\,e^{-\eta k}\sin kr=\frac{r}{r^2+\eta^2}\;\longrightarrow\;\frac1r .
\end{equation}
In the second part, $1-k/w=\kappa^2/[w(w+k)]$ falls as $k^{-2}$, so the damping can be dropped at once. With $q=k/\kappa$,
\begin{equation}
D=\frac{1}{4\pi^2r^2}\left[1-z\int_0^\infty dq\,
\frac{\sin qz}{\sqrt{1+q^2}\,\bigl(\sqrt{1+q^2}+q\bigr)}\right].
\label{quad}
\end{equation}
No Bessel function enters here, so \eqref{quad} is an independent check of \eqref{claim}.

For a rest energy of $1000$ eV, restoring $\hbar$,
\begin{equation}
\kappa=\frac{mc^2}{\hbar c}=\frac{1000\ \text{eV}}{1973.27\ \text{eV}\,\text{\AA}}=0.50677\ \text{\AA}^{-1},
\end{equation}
so the reduced Compton length is $1.9733$ \AA. The quadrature gives the following values, where $D_0=1/(4\pi^2r^2)$ is the massless propagator.

\begin{center}
\begin{tabular}{cccc}
$r$ (\AA) & $\kappa r$ & $D$ (\AA$^{-2}$) & $D/D_0$\\
\hline
$0.02$ & $0.010135$ & $63.3088$ & $0.999733$\\
$2$ & $1.01355$ & $3.77561\times10^{-3}$ & $0.59622$\\
$20$ & $10.1355$ & $1.03782\times10^{-8}$ & $1.6389\times10^{-4}$
\end{tabular}
\end{center}

The Bessel formula reproduces all three values of $D$ to the digits shown. At $2$ \AA\ the result is $1.05728\times10^{-3}$ in atomic units (bohr$^{-2}$). At $20$ \AA\ the bracket in \eqref{quad} is $1.64\times10^{-4}$: the integral term cancels nearly all of the 1. An absolute error $\delta$ in the bracket becomes a relative error of about $6100\,\delta$ in $D$, so the quadrature must be accurate here.

\textbf{Short distance.} At $0.02$ \AA\ the quadrature gives $D/D_0-1=-2.67488\times10^{-4}$. The correction term in \eqref{short} gives $-2.67484\times10^{-4}$. The comparison thus resolves the logarithmic mass correction as well as the leading $1/r^2$.

\textbf{Long distance.} At $20$ \AA\ the leading law \eqref{long} is $D_{\rm lead}=1.00181\times10^{-8}$ \AA$^{-2}$, and
\begin{equation}
\frac{D}{D_{\rm lead}}=\frac{1.03782}{1.00181}=1.03594 .
\end{equation}
To six decimals the ratio is $1.035945$ and the upper bound in \eqref{bounds} is $1.036999$. The gap of $0.00105$ is below the permitted $15/(128z^2)=0.00114$.

\textbf{Decay rate.} Equation \eqref{rate} gives $0.58346$ \AA$^{-1}$ at $20$ \AA, while $\kappa+3/(2r)=0.58177$ \AA$^{-1}$. The difference, $0.00169$ \AA$^{-1}$, respects the bound $3/(8\kappa r^2)=0.00185$ \AA$^{-1}$ from \eqref{ratebound}. A central difference of the quadrature values with step $h=0.5$ \AA\ gives $0.58348$ \AA$^{-1}$. Its leading truncation error is $h^2/6$ times the third derivative of $-\ln D\approx\kappa r+\frac32\ln r+\text{const}$, that is $h^2/(2r^3)\approx1.6\times10^{-5}$ \AA$^{-1}$, which accounts for the excess. Even at ten reduced Compton lengths the decay rate $-d\ln D/dr$ exceeds $\kappa$ by 15\% of $\kappa$. Reading the mass from that rate without the power-law term would overestimate it by this amount.

\textbf{Unequal times.} The events with $X=2.5$ \AA\ and $ct=1.5$ \AA\ have $r=\sqrt{6.25-2.25}$ \AA\ $=2$ \AA. Extrapolating the damped integral \eqref{radial} to $\eta=0$ gives a real part of $3.77561\times10^{-3}$ \AA$^{-2}$, the equal-time value at $2$ \AA, and an imaginary part smaller by a factor of more than $10^5$. Exchanging the two lengths makes the separation timelike. The same procedure then gives $(-7.758+4.481\,i)\times10^{-3}$ \AA$^{-2}$, whose imaginary part survives, as the continuation in (b) allows. The numerical check includes both pairs.

\section*{Computed results}
\begin{verbatim}
rest energy: 1000.0 eV
hbar c: 1973.2698 eV angstrom
kappa: 0.506773 1/angstrom
reduced Compton length 1/kappa: 1.973270 angstrom
mass in atomic units: 1.956951e-03 electron masses
light speed in atomic units: 137.0360
r = 0.02 angstrom: kappa r = 0.010135
  D, radial quadrature: 6.33088e+01 1/angstrom^2
  D, Bessel formula:    6.33088e+01 1/angstrom^2
  massless propagator:  6.33257e+01 1/angstrom^2
  D / massless: 9.997325e-01
r = 2 angstrom: kappa r = 1.013546
  D, radial quadrature: 3.77561e-03 1/angstrom^2
  D, Bessel formula:    3.77561e-03 1/angstrom^2
  massless propagator:  6.33257e-03 1/angstrom^2
  D / massless: 5.962206e-01
r = 20 angstrom: kappa r = 10.135461
  D, radial quadrature: 1.03782e-08 1/angstrom^2
  D, Bessel formula:    1.03782e-08 1/angstrom^2
  massless propagator:  6.33257e-05 1/angstrom^2
  D / massless: 1.638866e-04
short distance, D/massless - 1, quadrature: -2.67488e-04
short distance, D/massless - 1, expansion:  -2.67484e-04
long distance, leading law: 1.00181e-08 1/angstrom^2
long distance, D/leading, quadrature: 1.035945
long distance, upper bound 1 + 3/(8z): 1.036999
long distance, largest allowed gap 15/(128 z^2): 0.001141
decay rate at 20 angstrom, quadrature: 0.58348 1/angstrom
decay rate at 20 angstrom, formula: 0.58346 1/angstrom
kappa + 3/(2r) at 20 angstrom: 0.58177 1/angstrom
damping lengths: 0.4000 down to 0.0125 angstrom
Extrapolated damped integrals, 1/angstrom^2:
  x = 2.0, ct = 0 angstrom: 3.77561e-03
  x = 2.5, ct = 1.5 angstrom, real part: 3.77561e-03
  same pair, |imaginary/real| below 1e-5: True
  timelike x = 1.5, ct = 2.5 angstrom, real: -7.75818e-03
  same timelike pair, imaginary: 4.48066e-03
D at 2 angstrom in atomic units: 1.05728e-03 1/bohr^2
\end{verbatim}
